\section*{Two derivations of Hostler's closed form for the Coulomb Green's function, part 2}

We seek the closed form of the Coulomb Green's function $G(\mathbf r,\mathbf r';E)$, the kernel of $(H-E)^{-1}$ with $H=-\tfrac12\nabla^2-Z/r$, in Hartree atomic units, with $Z$ real and nonzero. It is taken as given that $H$ is self-adjoint, with the smooth functions of compact support as a core, and that its spectrum is $[0,\infty)$ together with $E_n=-Z^2/2n^2$ when $Z>0$. Set $\kappa=\sqrt{-2E}$ with $\operatorname{Re}\kappa>0$, $\nu=Z/\kappa$, $R=|\mathbf r-\mathbf r'|$, $s=r'$, $x=r+r'+R$, $y=r+r'-R$, $d=x-y=2R$, $u=\kappa x$ and $v=\kappa y$. Then $x\ge2s$ and $0\le y\le2s$.

The s-wave equation in the doubled radius is
\begin{equation}
\frac{d^2f}{dx^2}=q(x)f,\qquad q(x)=\frac{\kappa^2}{4}-\frac Zx,
\label{q}
\end{equation}
Its solutions, as functions of $u$, are the regular $M$, with $M(0)=0$ and $M'(0)=1$, and the decaying $W\sim u^\nu e^{-u/2}$. Both are entire in $\nu$. For $\operatorname{Re}u\to+\infty$,
\begin{equation}
M(u)\sim\frac{u^{-\nu}e^{u/2}}{\Gamma(1-\nu)},
\label{Masym}
\end{equation}
and
\begin{equation}
WM'-W'M=\frac1{\Gamma(1-\nu)} .
\label{wron}
\end{equation}
Any solution $f(u)$, with the constant $b=fM'-f'M$, behaves near $u=0$ as
\begin{equation}
f(0)=b,\qquad f'(u)=-b\,\nu\ln u+O(1).
\label{log}
\end{equation}
The s-wave radial Green's function is
\begin{equation}
g_0(r_>,r_<)=\frac{\Gamma(1-\nu)}{\kappa}\,W(2\kappa r_>)\,M(2\kappa r_<).
\label{g0}
\end{equation}
The claim to be proved is
\begin{equation}
G=-\frac{1}{2\pi R}\,(\partial_x-\partial_y)\,g_0(x/2,y/2).
\label{main}
\end{equation}
or explicitly
\begin{equation}
G(\mathbf r,\mathbf r';E)=\frac{\Gamma(1-\nu)}{2\pi R}\left[W(u)M'(v)-W'(u)M(v)\right].
\label{hostler}
\end{equation}

The first derivation holds $\mathbf r'$ fixed on the positive $z$ axis. For a function $F(x,y)$,
\begin{equation}
-2rR\,(H-E)F=(A-2sB)F,
\label{split}
\end{equation}
where the differential operators $A$ and $B$ are free of $s$. The trial that $G$ depends on $x$ and $y$ alone requires $AG=BG=0$. With $G=-\phi/(\pi d)$ this gives
\begin{equation}
\phi=(\partial_x-\partial_y)\psi .
\label{op}
\end{equation}
Here $\psi=a(y)W(\kappa x)+b(y)M(\kappa x)$, and $a(y)$ and $b(y)$ each solve Eq.~(\ref{q}) in $y$, which leaves four constants. Conversely, every such $\psi$ satisfies both equations for $x\ne y$.

\subsection{Boundary conditions}

Three conditions fix the four constants. As $r\to\infty$ at polar angle $\theta$, $R=r-s\cos\theta+O(1/r)$, so $x\simeq2r$ and $y\to s(1+\cos\theta)$, which sweeps the interval from $0$ to $2s$. The term $b(y)M(\kappa x)$ contributes $\kappa M'b-Mb'\simeq M(\kappa b/2-b')$ to $\phi$, because $M'\simeq M/2$ by Eq.~(\ref{Masym}). This grows exponentially in some cone of directions unless $b'=\kappa b/2$ throughout. That would give $b''=\kappa^2b/4$, which contradicts Eq.~(\ref{q}) for $Z\neq0$ unless $b=0$. Square integrability thus removes two constants and leaves $\psi=W(\kappa x)[\alpha M(\kappa y)+\alpha'W(\kappa y)]$.

Near the half-line opposite to the source, take a point at $z=-\zeta$ and distance $\rho_\perp$ from the axis. Then $r\simeq\zeta+\rho_\perp^2/2\zeta$ and $R\simeq\zeta+s+\rho_\perp^2/2(\zeta+s)$, so
\begin{equation}
y\simeq\frac{\rho_\perp^2}2\left(\frac1\zeta-\frac1{\zeta+s}\right).
\end{equation}
The $\alpha'$ term puts $W(u)W'(v)$ into $\phi$, and by Eq.~(\ref{log}) $W'(v)\simeq-2\nu\ln\rho_\perp/\Gamma(1-\nu)$. In the plane transverse to the axis $\nabla^2\ln\rho_\perp=2\pi\delta^2$, so this term is the field of a source spread along the half-line, with a density proportional to $W(u)/R$ that vanishes at isolated points at most. No such source is present, so $\alpha'=0$.

At the source $x=y$, and $\phi=\alpha\kappa(W'M-WM')=-\alpha\kappa/\Gamma(1-\nu)$ by Eq.~(\ref{wron}), independent of position. The requirement $G=-\phi/(2\pi R)\to1/(2\pi R)$ fixes $\alpha=\Gamma(1-\nu)/\kappa$. Comparison with Eq.~(\ref{g0}) shows $\psi=g_0(x/2,y/2)$, and $G=-\phi/(\pi d)$ with Eq.~(\ref{op}) is Eq.~(\ref{main}).

\subsection{The function found is the resolvent kernel}

Away from $\mathbf r=0$ and $\mathbf r=\mathbf r'$, the variables $x$ and $y$ are smooth functions of position, $W$ is smooth since $x\ge2s>0$, and $M$ is entire. Hence $G$ is smooth there, on the axis as well, and $(H-E)G=0$ by Eq.~(\ref{split}). Near the source, $\phi$ is smooth in $(x,y)$ and equals $-1$ on the diagonal, so $\phi=-1+(x-y)h$ with smooth $h$, and
\begin{equation}
G=\frac1{2\pi R}-\frac{h(x,y)}\pi .
\label{near}
\end{equation}
Since $|\nabla x|,|\nabla y|\le2$, the remainder is bounded with bounded gradient. Near the nucleus $G$ itself is a smooth function of $x$ and $y$, hence bounded with bounded gradient. At infinity it decays as $e^{-\kappa r}$ times a power, so $G(\cdot,\mathbf r')$ is square integrable, the $1/R$ singularity being square integrable in three dimensions.

Let $f$ be smooth with compact support and apply Green's identity to $\int G(H-E)f\,d^3r$ outside two spheres of radius $\epsilon$. The volume term $\int f(H-E)G$ vanishes. What remains on each sphere is $\tfrac12\oint(G\,\partial_nf-f\,\partial_nG)\,dS$, with $n$ pointing away from the centre of the sphere. Around the nucleus the integrand is bounded and the area vanishes. Around the source, $G\,\partial_nf$ contributes $O(\epsilon)$, the remainder in Eq.~(\ref{near}) contributes $O(\epsilon^2)$, and $-\tfrac12f\,\partial_R(1/2\pi R)\,4\pi\epsilon^2\to f(\mathbf r')$. Thus
\begin{equation}
\int G(\mathbf r,\mathbf r')\,[(H-E)f](\mathbf r)\,d^3r=f(\mathbf r') .
\label{back}
\end{equation}
Any other square-integrable kernel with this property differs from $G$ by a function whose integral against all $(H-E)f$ vanishes. Those functions are dense in $L^2$ when $E$ is off the spectrum and the $f$ form a core, so the difference is zero. This proves Eq.~(\ref{hostler}) for all $E$ off the spectrum, and with it the trial that $G$ depends on $x$ and $y$ alone. The symmetry $G(\mathbf r,\mathbf r')=G(\mathbf r',\mathbf r)$ is explicit, since $x$, $y$ and $R$ are symmetric.

\section{Second derivation: summing the partial waves}

\subsection{Each partial wave is a plane oscillator}

With $\nabla^2=r^{-1}\partial_r^2r-L^2/r^2$, and with completeness and the addition theorem of the spherical harmonics in the form $\delta^3(\mathbf r-\mathbf r')=\frac{\delta(r-r')}{rr'}\sum_\ell\frac{2\ell+1}{4\pi}P_\ell(\cos\theta)$, where $\theta$ is the angle between $\mathbf r$ and $\mathbf r'$, the Green's function is
\begin{align}
&G=\sum_{\ell=0}^\infty\frac{2\ell+1}{4\pi rr'}\,g_\ell(r,r')\,P_\ell(\cos\theta),\label{pw}\\
&\left[-\tfrac12\partial_r^2+\frac{\ell(\ell+1)}{2r^2}-\frac Zr+\frac{\kappa^2}2\right]g_\ell=\delta(r-r').
\end{align}
The boundary conditions are decay at infinity and $g_\ell\propto r^{\ell+1}$ at the origin. For $\ell\geq1$ the other solution, $r^{-\ell}$, is not square integrable, and for $\ell=0$ it gives $G\propto1/r$, a spurious point source at the nucleus. In this section $\kappa$ is real and positive.

Put $r=\rho^2$ and $g_\ell=\rho\,w$. Then $\partial_r=(2\rho)^{-1}\partial_\rho$ and
\begin{equation}
\partial_r^2(\rho w)=\frac{(\rho w)_{\rho\rho}}{4\rho^2}-\frac{(\rho w)_\rho}{4\rho^3}=\frac1{4\rho}\left[w_{\rho\rho}+\frac{w_\rho}\rho-\frac w{\rho^2}\right].
\end{equation}
Taking the factor $1/4\rho$ out of the other terms turns them into $2\ell(\ell+1)w/\rho^2$, $-4Zw$ and $2\kappa^2\rho^2w$. Since $\tfrac12+2\ell(\ell+1)=\tfrac12(2\ell+1)^2$, the radial operator acting on $\rho w$ equals $(4\rho)^{-1}(h_m-4Z)w$ with
\begin{equation}
h_m=-\tfrac12\left(\partial_\rho^2+\frac1\rho\partial_\rho-\frac{m^2}{\rho^2}\right)+\tfrac12\Omega^2\rho^2,\qquad m=2\ell+1,\quad\Omega=2\kappa .
\end{equation}
This is the radial Hamiltonian of an isotropic oscillator in two dimensions with angular momentum $m$. The energy of the atom has become a frequency, and the charge has become the spectral parameter. The source transforms as $\delta(r-r')=\delta(\rho-\rho')/2\rho'$, so $(h_m-4Z)w=2\delta(\rho-\rho')$. If $\gamma_m$ solves $(h_m-4Z)\gamma_m=\delta(\rho-\rho')/\rho'$, then $w=2\rho'\gamma_m$ and $g_\ell=2\rho\rho'\gamma_m$.

\subsection{The Mehler kernel}

For one Cartesian coordinate $a$ and imaginary time $\eta>0$, with $S=\sinh\Omega\eta$ and $C=\cosh\Omega\eta$, consider
\begin{equation}
K_1(a,b;\eta)=\sqrt{\frac\Omega{2\pi S}}\exp\left\{-\frac{\Omega}{2S}\left[(a^2+b^2)C-2ab\right]\right\}.
\end{equation}
Using $\partial_\eta(C/S)=-\Omega/S^2$ and $\partial_\eta(1/S)=-\Omega C/S^2$,
\begin{equation}
\partial_\eta\ln K_1=-\frac{\Omega C}{2S}+\frac{\Omega^2(a^2+b^2-2abC)}{2S^2}.
\end{equation}
On the other side $\partial_a\ln K_1=-\Omega(aC-b)/S$ and $\partial_a^2\ln K_1=-\Omega C/S$, so
\begin{equation}
\frac{\tfrac12\partial_a^2K_1}{K_1}-\tfrac12\Omega^2a^2=-\frac{\Omega C}{2S}+\frac{\Omega^2\left[a^2(C^2-S^2)-2abC+b^2\right]}{2S^2},
\end{equation}
which is the same expression because $C^2-S^2=1$. As $\eta\to0$, $(a^2+b^2)C-2ab=(a-b)^2C+2ab(C-1)$ shows that $K_1\to(2\pi\eta)^{-1/2}e^{-(a-b)^2/2\eta}\to\delta(a-b)$. The product of two such kernels solves $\partial_\eta K=-hK$ for the plane oscillator $h$ and tends to the two-dimensional delta function. In polar coordinates with relative angle $\alpha$,
\begin{equation}
K=\frac\Omega{2\pi S}\exp\left[-\frac{\Omega C}{2S}(\rho^2+\rho'^2)\right]\exp\left(\frac{\Omega\rho\rho'}S\cos\alpha\right).
\end{equation}
Expand $e^{z\cos\alpha}=e^{(z/2)e^{i\alpha}}e^{(z/2)e^{-i\alpha}}$ in two power series and collect the terms in $e^{im\alpha}$. The coefficient is the modified Bessel function
\begin{equation}
I_m(z)=\sum_{j=0}^\infty\frac{(z/2)^{2j+m}}{j!\,(j+m)!},\qquad m\ge0 .
\label{bessel}
\end{equation}
Writing $K=\sum_mk_me^{im\alpha}/2\pi$ and $\delta^2=\frac{\delta(\rho-\rho')}{\rho'}\sum_me^{im\alpha}/2\pi$, each component obeys $\partial_\eta k_m=-h_mk_m$ with $k_m\to\delta(\rho-\rho')/\rho'$, and
\begin{equation}
k_m=\frac\Omega S\exp\left[-\frac{\Omega C}{2S}(\rho^2+\rho'^2)\right]I_m\!\left(\frac{\Omega\rho\rho'}S\right).
\end{equation}
Let $\gamma_m=\int_0^\infty e^{4Z\eta}k_m\,d\eta$. Then $(h_m-4Z)\gamma_m=-\int_0^\infty\partial_\eta(e^{4Z\eta}k_m)\,d\eta=\delta(\rho-\rho')/\rho'$, provided $e^{4Z\eta}k_m$ vanishes at the upper limit. With $\tau=\Omega\eta$ one has $4Z\eta=2\nu\tau$, and
\begin{equation}
g_\ell(r,r')=2\sqrt{rr'}\int_0^\infty\frac{d\tau\,e^{2\nu\tau}}{\sinh\tau}\,e^{-\kappa(r+r')\coth\tau}\,I_{2\ell+1}\!\left(\frac{2\kappa\sqrt{rr'}}{\sinh\tau}\right).
\label{gl}
\end{equation}
At large $\tau$ the integrand falls as $e^{(2\nu-2\ell-2)\tau}$, so the integral exists for $\nu<\ell+1$, which means below the lowest level of that partial wave. All waves are covered when $\nu<1$, that is for $E<E_1$ if $Z>0$ and for every $E<0$ if $Z<0$.

The boundary conditions follow from two bounds. Since $(j+m)!\ge j!\,m!$, Eq.~(\ref{bessel}) gives $I_m(z)\le(z/2)^mI_0(z)/m!$, and $I_0(z)\le e^z$ because $I_0$ is the angular mean of $e^{z\cos\alpha}$. The net exponent in Eq.~(\ref{gl}) is then $-\kappa(\sigma\cosh\tau-p)/\sinh\tau$ with $\sigma=r+r'$ and $p=2\sqrt{rr'}\le\sigma$. It satisfies two inequalities,
\begin{equation}
\frac{\sigma\cosh\tau-p}{\sinh\tau}\ge\frac{\sigma-p}{\sinh\tau},\qquad\frac{\sigma\cosh\tau-p}{\sinh\tau}\ge\sqrt{\sigma^2-p^2},
\label{ineq}
\end{equation}
the second because $(\sigma\cosh\tau-p)^2-(\sigma^2-p^2)\sinh^2\tau=(\sigma-p\cosh\tau)^2\ge0$. Apply the first inequality to half of the exponent and the second to the other half. For $r\ne r'$ the first makes the integral converge at small $\tau$ against any power of $1/\sinh\tau$, so $g_\ell\le{\rm const}\cdot r^{\ell+1}$ as $r\to0$. The second, with $\sqrt{\sigma^2-p^2}=|r-r'|$, gives exponential decay as $r\to\infty$. For $\ell=0$ the regular and the decaying solutions are independent by Eq.~(\ref{wron}), so the radial Green's function is unique and Eq.~(\ref{gl}) at $\ell=0$ equals the Whittaker product~(\ref{g0}).

\subsection{The angular sum}

The identity needed is
\begin{equation}
\sum_{\ell=0}^\infty(2\ell+1)\,I_{2\ell+1}(z)\,P_\ell(\cos\theta)=\frac z2\,I_0\!\left(z\cos\frac\theta2\right).
\label{sum}
\end{equation}
Let $w=(1+\cos\theta)/2=\cos^2(\theta/2)$. With $t=\cos\theta=2w-1$, $t^2-1=4w(w-1)$ and $\partial_t=\tfrac12\partial_w$, Rodrigues' formula becomes $P_\ell=\frac1{\ell!}\partial_w^\ell[w^\ell(w-1)^\ell]$. Integrating by parts $\ell$ times, with boundary terms that vanish at $w=0$ and $w=1$,
\begin{equation}
\int_0^1w^kP_\ell\,dw=\frac{k!}{\ell!\,(k-\ell)!}\int_0^1w^k(1-w)^\ell dw=\frac{(k!)^2}{(k-\ell)!\,(k+\ell+1)!}
\end{equation}
for $k\ge\ell$, and zero otherwise, where the Euler integral equals $k!\,\ell!/(k+\ell+1)!$. Because $\int_0^1P_\ell^2dw=1/(2\ell+1)$, the monomial expands as $w^k=\sum_{\ell\le k}(2\ell+1)P_\ell\,(k!)^2/[(k-\ell)!(k+\ell+1)!]$. Then
\begin{equation}
\frac z2I_0(z\sqrt w)=\sum_k\frac{(z/2)^{2k+1}}{(k!)^2}w^k=\sum_\ell(2\ell+1)P_\ell\sum_{k\ge\ell}\frac{(z/2)^{2k+1}}{(k-\ell)!\,(k+\ell+1)!},
\end{equation}
and with $j=k-\ell$ the inner sum is $I_{2\ell+1}(z)$ by Eq.~(\ref{bessel}). The rearrangement is allowed because $|P_\ell|\le1$ and the series with $P_\ell\to1$ has positive terms and sums to $\tfrac z2I_0(z)$.

Insert Eq.~(\ref{gl}) into Eq.~(\ref{pw}) with $z=2\kappa\sqrt{rr'}/\sinh\tau$. For $r\ne r'$ the majorant $\tfrac z2I_0(z)$ is integrable over $\tau$ by Eq.~(\ref{ineq}), so sum and integral may be exchanged. The argument of $I_0$ simplifies through
\begin{equation}
4rr'\cos^2\frac\theta2=2rr'(1+\cos\theta)=(r+r')^2-R^2=xy .
\end{equation}
The prefactor is $\frac{2\sqrt{rr'}}{4\pi rr'}\cdot\frac{\kappa\sqrt{rr'}}{\sinh\tau}=\frac{\kappa}{2\pi\sinh\tau}$, in which the separate radii cancel:
\begin{equation}
G=\frac\kappa{2\pi}\int_0^\infty\frac{d\tau\,e^{2\nu\tau}}{\sinh^2\tau}\,e^{-\frac\kappa2(x+y)\coth\tau}\,I_0\!\left(\frac{\kappa\sqrt{xy}}{\sinh\tau}\right).
\label{int}
\end{equation}
This integral converges for $\nu<1$ and every $R>0$, since now $\sigma=(x+y)/2$, $p=\sqrt{xy}$ and $\sigma^2-p^2=R^2$. It is continuous there, which covers the sphere $r=r'$ as well. The dependence on $x$ and $y$ alone is here a result. The integrand is positive, so $G>0$ everywhere for real $E$ below the spectrum.

\subsection{Recognising the s wave}

Equation~(\ref{gl}) at $\ell=0$ with the radii $x/2$ and $y/2$ reads
\begin{equation}
g_0(x/2,y/2)=\int_0^\infty\frac{d\tau\,e^{2\nu\tau}}{\sinh\tau}\,e^{-\frac\kappa2(x+y)\coth\tau}\;p\,I_1(ap),\qquad p=\sqrt{xy},\quad a=\frac\kappa{\sinh\tau}.
\end{equation}
For $x>y>0$ the derivatives may be taken under the integral, by the same bounds. The operator $\partial_x-\partial_y$ passes through the exponential, which depends on $x+y$. On $p$ it gives $(y-x)/2p=-R/p$. Term-by-term differentiation of Eq.~(\ref{bessel}) gives $\frac d{dz}[zI_1(z)]=zI_0(z)$, since $zI_1=2\sum_j(z/2)^{2j+2}/[j!(j+1)!]$ has derivative $2\sum_j(z/2)^{2j+1}/(j!)^2$, and therefore $\partial_p[pI_1(ap)]=ap\,I_0(ap)$. Together,
\begin{equation}
(\partial_x-\partial_y)\,g_0=-\kappa R\int_0^\infty\frac{d\tau\,e^{2\nu\tau}}{\sinh^2\tau}\,e^{-\frac\kappa2(x+y)\coth\tau}I_0(ap)=-2\pi R\,G ,
\end{equation}
by Eq.~(\ref{int}). This is Eq.~(\ref{main}) for real $\kappa$ and $\nu<1$, and continuity extends it to $y=0$.

Other energies are reached by continuation. For smooth $f_1,f_2$ of compact support, $\langle f_1|(H-E)^{-1}|f_2\rangle$ is analytic in $E$ off the spectrum. The same matrix element of the right side of Eq.~(\ref{hostler}) is analytic there too, since $\kappa(E)$ is analytic off $[0,\infty)$, $M$ and $W$ are analytic in $\nu$ and in their arguments, and $\Gamma(1-\nu)$ has poles only at the levels. The complement of the spectrum is connected and the two functions agree on a real interval, so they agree everywhere.

Both derivations are now complete, and Hostler's closed form, Eq.~(\ref{hostler}), is established for every $E$ off the spectrum. What remains is to compare the assumptions of the two routes, to draw out limits and consequences, and to work through a numerical example for hydrogen.
